\section*{Barrier error of a non-climbing band: highest image versus cubic interpolation}

\section{Two images astride a parabola}

Let the energy along a reaction path near its top be a parabola,
\begin{equation}
V(x)=V^\ast-\tfrac12\kappa x^2,\qquad \kappa>0,
\end{equation}
where $x$ is the distance along the path from the saddle. Place two images symmetrically about the top, at $x=\pm h/2$. Both have the energy
\begin{equation}
V(\pm h/2)=V^\ast-\frac{\kappa}{2}\left(\frac h2\right)^2
=V^\ast-\frac{\kappa h^2}{8}.
\end{equation}
If the higher of the two energies is taken as the barrier top, the result is too low by $\kappa h^2/8$. This is the worst placement for the parabola: moving the pair either way brings one image closer to the top.

The slopes at the images contain the missing height. At the left image the slope is $-\kappa x=\kappa h/2$, and it falls linearly to zero at the top, a distance $h/2$ away. The remaining rise is the mean slope times the distance,
\begin{equation}
\frac12\left(\frac{\kappa h}{2}\right)\frac h2=\frac{\kappa h^2}{8},
\end{equation}
which is the whole deficit. For a parabola, then, energies and slopes together give the barrier without error. On a real path an error remains. Using the slope of one image in this way leaves an error of order $h^3$ when the top has a cubic term. The cubic built below from the energies and slopes of both images reduces it to order $h^4$.

\section{What the band provides}

A nudged elastic band is a chain of images on an energy surface $U(\mathbf r)$ between two fixed minima. With $\boldsymbol\tau_i$ the unit tangent at image $i$ and $\ell_i$ the straight distance from image $i-1$ to image $i$, the force that relaxes the band is
\begin{equation}
\mathbf f_i=-\nabla U+(\nabla U\cdot\boldsymbol\tau_i)\boldsymbol\tau_i
+k_s(\ell_{i+1}-\ell_i)\boldsymbol\tau_i .
\end{equation}
The first two terms are the true force with its tangential part removed, and the last is a spring force along the path. At convergence the two perpendicular parts of $\mathbf f_i$ vanish separately: the gradient has no component across the tangent, and the images are equally spaced. Along the path only the springs move the images, and they respond to spacing, not to energy, so nothing places an image at the saddle. That is what non-climbing means here.

I assume that the converged images lie on the minimum-energy path and are separated by arc length $h$. At finite spacing this holds only as well as $\boldsymbol\tau_i$ approximates the true tangent of the path; the last section gives the size of the effect. Let $V(s)$ be the energy at arc length $s$, with its highest point at $s^\ast$ between two images, and let $\kappa=-V''(s^\ast)>0$. The tangential force is $F=-V'(s)$. It is projected out of the relaxation, but it has already been computed as part of $\nabla U$, so using it requires no further energy calculation.

\section{The bound for the highest image}

Since $V'(s^\ast)=0$, Taylor's theorem with remainder gives, for an image at $s^\ast+d$,
\begin{equation}
V(s^\ast)-V(s^\ast+d)=-\tfrac12V''(\xi)\,d^2,
\end{equation}
with $\xi$ between $s^\ast$ and $s^\ast+d$. The nearest image has $|d|\le h/2$. Let $K$ be the largest value of $-V''$ within $h/2$ of the saddle. The highest image is at least as high as the nearest one, and no image on the path exceeds $V(s^\ast)$, so
\begin{equation}
0\le V(s^\ast)-\max_iV(s_i)\le\frac{Kh^2}{8}.
\label{eq:bound}
\end{equation}
As $h\to0$, $K\to\kappa$, and the worst loss over all placements tends to $\kappa h^2/8$.

At finite spacing the distinction between $K$ and $\kappa$ matters. Take the dimensionless top $V=-s^2/2-s^4$, with $\kappa=1$ and $h=0.5$. The worst loss is $0.25^2/2+0.25^4=0.0352$, which exceeds $\kappa h^2/8=0.0313$. The largest curvature within $h/2$ is $K=1+12(0.25)^2=1.75$, and $Kh^2/8=0.0547$ does bound the loss. In this symmetric top the negative fourth derivative makes the energy bend down faster on both sides of the saddle, which is why the local curvature is not enough here.

The bound is not a typical value. If the saddle is equally likely to lie anywhere between two images, the distance $d$ to the nearest one is uniform between $0$ and $h/2$. To leading order the mean loss is
\begin{equation}
\frac2h\int_0^{h/2}\frac{\kappa d^2}{2}\,\mathrm dd
=\frac2h\,\frac{\kappa}{6}\,\frac{h^3}{8}=\frac{\kappa h^2}{24},
\end{equation}
one third of the worst case.

The band can estimate its own worst case. Let $F_0$ and $F_1$ be the tangential forces at the images to the left and right of the saddle. Then
\begin{equation}
F_1-F_0=-\int_{s_0}^{s_1}V''(s)\,\mathrm ds\simeq\kappa h,
\qquad
\frac{\kappa h^2}{8}\simeq\frac{h(F_1-F_0)}{8}.
\label{eq:bar}
\end{equation}
This replaces $\kappa$ by the mean of $-V''$ over the interval, so it is an estimate and not a strict bound.

\section{The cubic through energies and slopes}

Let $E_0,E_1$ be the energies of the two bracketing images and $g_0=-F_0>0$, $g_1=-F_1<0$ their slopes. A change of sign from positive to negative marks an interval that holds a maximum; if the band shows several such intervals, each is treated in the same way and the highest peak is kept. With $t=(s-s_0)/h$, write
\begin{equation}
H(t)=E_0+\alpha t+\beta t^2+\gamma t^3 .
\end{equation}
A derivative with respect to $t$ is $h$ times one with respect to $s$, so the slope at the left end requires $\alpha=hg_0$. With $\Delta=E_1-E_0$, the conditions at the right end are
\begin{align}
\alpha+\beta+\gamma&=\Delta,\\
\alpha+2\beta+3\gamma&=hg_1 .
\end{align}
Subtracting twice the first from the second leaves $\gamma-\alpha=hg_1-2\Delta$. Hence
\begin{equation}
\gamma=h(g_0+g_1)-2\Delta,\qquad
\beta=\Delta-\alpha-\gamma=3\Delta-h(2g_0+g_1).
\end{equation}

The peak satisfies $H'=\alpha+2\beta t+3\gamma t^2=0$. This quadratic is positive at $t=0$ and negative at $t=1$, so it has one root between them, and that root is the maximum. With $D=\sqrt{\beta^2-3\alpha\gamma}$, the roots are $t=(-\beta\pm D)/(3\gamma)$, where $H''=2\beta+6\gamma t=\pm2D$. The maximum takes the lower sign. Multiplying numerator and denominator by $D-\beta$ gives
\begin{equation}
t^\ast=\frac{(-\beta-D)(-\beta+D)}{3\gamma(D-\beta)}
=\frac{\beta^2-D^2}{3\gamma(D-\beta)}=\frac{\alpha}{D-\beta},
\label{eq:peak}
\end{equation}
a form that remains usable when $\gamma=0$.

\subsection{Its error}

Fix a point $s$ inside the interval and consider
\begin{equation}
\phi(x)=V(x)-H(x)-C(x-s_0)^2(x-s_1)^2,
\end{equation}
with $C$ chosen so that $\phi(s)=0$. Then $\phi$ vanishes at $s_0$, $s$ and $s_1$. By Rolle's theorem $\phi'$ vanishes once in each of the two gaps, and it also vanishes at $s_0$ and $s_1$ because the slopes match there. Four zeros of $\phi'$ imply three of $\phi''$, two of $\phi'''$ and one of $\phi''''$, at some $\xi$. The fourth derivative of $H$ is zero and that of the product is $24$, so $C=V''''(\xi)/24$ and
\begin{equation}
V(s)-H(s)=\frac{V''''(\xi)}{24}(s-s_0)^2(s-s_1)^2 .
\label{eq:herr}
\end{equation}
The product is largest at the midpoint, where it equals $(h/2)^4=h^4/16$. With $M_4$ the largest $|V''''|$ on the interval,
\begin{equation}
|V-H|\le\frac{M_4h^4}{384}.
\end{equation}
Two functions that differ by at most $e$ everywhere have maxima that differ by at most $e$, so the same bound applies to the barrier.

If the saddle lies at fraction $u$ of the interval, equation (\ref{eq:herr}) gives the leading loss
\begin{equation}
V(s^\ast)-H_{\max}\simeq\frac{V''''h^4}{24}u^2(1-u)^2 .
\label{eq:arcloss}
\end{equation}
The peak of $H$ is slightly displaced from $s^\ast$, but this does not alter the leading term: the slope of $H$ at $s^\ast$ is of order $h^3$, so the peak is higher than $H(s^\ast)$ by about (slope)$^2/(2\kappa)$, of order $h^6$. For $V''''>0$ the cubic is too low, and for $V''''<0$ it is too high.

\subsection{Chords in place of arcs}

A band supplies straight distances between images. On a path of radius of curvature $R$, the chord that spans an arc $h$ is
\begin{equation}
\ell=2R\sin\frac{h}{2R}\simeq h-\frac{h^3}{24R^2}.
\end{equation}
In $H$ the length multiplies the slopes. Collecting those terms from $\alpha$, $\beta$ and $\gamma$ gives
\begin{equation}
h\left[g_0(t-2t^2+t^3)+g_1(t^3-t^2)\right]
=h\left[g_0t(1-t)^2-g_1t^2(1-t)\right].
\end{equation}
At the saddle $t=u$, and near a parabolic top $g_0\simeq\kappa uh$ and $g_1\simeq-\kappa(1-u)h$. Each term in the bracket is then $\kappa h\,u^2(1-u)^2$, so the bracket is $2\kappa h\,u^2(1-u)^2$. Shortening the length by $h^3/(24R^2)$ lowers the peak by $\kappa h^4u^2(1-u)^2/(12R^2)$. Added to equation (\ref{eq:arcloss}), this gives
\begin{equation}
V(s^\ast)-H_{\max}\simeq\frac{h^4}{24}u^2(1-u)^2
\left(V''''+\frac{2\kappa}{R^2}\right).
\label{eq:chordloss}
\end{equation}
The chord error is thus of the same order as the interpolation error. When the bracket is positive, the worst case is $u=1/2$, with loss $h^4(V''''+2\kappa/R^2)/384$.

On a circular arc the chord error can be removed. The tangents at the two images differ by the angle $\varphi=h/R$, so $\ell=2R\sin(\varphi/2)$ and
\begin{equation}
h=R\varphi=\ell\,\frac{\varphi/2}{\sin(\varphi/2)} .
\label{eq:arc}
\end{equation}

\section{A band on a curved path}

Take a model surface in polar coordinates, in Hartree atomic units,
\begin{equation}
U(r,\theta)=W(R\theta)+\tfrac12k(r-R)^2,\qquad
W'(s)=As(s-c)(s-L),
\end{equation}
with $W(0)=0$, $R=2$ bohr, $k=0.3$ hartree/bohr$^2$, $A=0.01$ hartree/bohr$^4$, $c=1.7$ bohr and $L=4$ bohr. On the arc $r=R$ the radial gradient vanishes, so the arc is the minimum-energy path and $V(s)=W(s)$. The minima are at $s=0$ and $s=L$, and the saddle is at $s=c$.

Differentiating $W'=A[s^3-(c+L)s^2+cLs]$ gives $W''(c)=A(c^2-cL)$, so
\begin{equation}
\kappa=Ac(L-c)=0.01\times1.7\times2.3=0.0391\ \text{hartree/bohr}^2 .
\end{equation}
Integrating $W'$ from $0$ to $c$ gives the barrier,
\begin{equation}
A\left[\frac{c^4}{4}-\frac{(c+L)c^3}{3}+\frac{c^3L}{2}\right]
=\frac{Ac^3(2L-c)}{12}=0.025793\ \text{hartree},
\end{equation}
or $0.702$ eV. The fourth derivative is $6A=0.06$ hartree/bohr$^4$, and $V''''+2\kappa/R^2=0.0796$ hartree/bohr$^4$.

The bands are relaxed from a straight line. The tangent at an image bisects the directions to its two neighbours. For equally spaced points on a circle this is the true tangent, so the converged images lie on the arc.

\subsection{Six intervals}

Here $h=4/6=0.6667$ bohr. The images astride the saddle are at $s=1.3333$ and $2.0000$ bohr, with
\begin{align}
E_0&=0.0233086,& E_1&=0.0240000\ \text{hartree},\\
g_0&=0.0130370,& g_1&=-0.0120000\ \text{hartree/bohr}.
\end{align}
The highest image gives a barrier of $0.0240000$ hartree, too low by $0.00179$ hartree, or $48.8$ meV. The leading-order worst case is $\kappa h^2/8=0.00217$ hartree. From the forces alone, equation (\ref{eq:bar}) gives $0.6667\times0.025037/8=0.00209$ hartree.

For the cubic with the arc length, $\Delta=0.000691$ hartree and, in hartree,
\begin{align}
\alpha&=0.6667\times0.0130370=0.008691,\\
\gamma&=0.6667\times0.0010370-2\times0.000691=-0.000691,\\
\beta&=0.000691-0.008691+0.000691=-0.007309 .
\end{align}
Then $D=0.008452$ and $t^\ast=0.008691/(0.008452+0.007309)=0.551$. The peak is $0.025763$ hartree, too low by $3.0\times10^{-5}$ hartree, or $0.82$ meV. The arc length follows from band data through equation (\ref{eq:arc}), with a chord of $0.6636$ bohr and a turning angle of $0.3333$ rad.

If the chord is used uncorrected, the loss is $4.0\times10^{-5}$ hartree, or $1.08$ meV. Equation (\ref{eq:chordloss}) with $u=0.55$ predicts
\begin{equation}
\frac{0.6667^4}{24}(0.55\times0.45)^2\times0.0796
=4.0\times10^{-5}\ \text{hartree}.
\end{equation}
For this band the cubic reduces the error by a factor of 45 with the chord and 59 with the arc.

\subsection{Other numbers of intervals}

Losses in the barrier, in $10^{-6}$ hartree, with the cubic using chords:
\begin{center}
\begin{tabular}{rrrrr}
intervals & $h$ (bohr) & highest image & $\kappa h^2/8$ & cubic\\
5 & 0.800 & 193 & 3128 & 15.3\\
6 & 0.667 & 1793 & 2172 & 39.7\\
7 & 0.571 & 4.0 & 1596 & 0.20\\
12 & 0.333 & 21.7 & 543 & 0.33
\end{tabular}
\end{center}
Going from five to six intervals makes the highest image worse by a factor of nine. With five intervals an image lies at $1.6$ bohr, only $0.1$ bohr from the saddle, and $\kappa d^2/2$ is about $2.0\times10^{-4}$ hartree. With six, the highest image is $0.3$ bohr away. The very small loss with seven intervals is likewise an accident of placement. Placement can equally make two bands agree while both are wrong: with four intervals, as with six, the highest image lies at $s=2.0$ bohr, so the two bands give the same barrier, both too low by $0.00179$ hartree. A small change between two bands is therefore no proof of convergence.

The cubic loss is not monotone either, because of the factor $u^2(1-u)^2$ in equation (\ref{eq:chordloss}). In each of these bands it is nevertheless smaller than the loss of the highest image.

\section{Choosing the spacing, and when the estimates fail}

To keep the magnitude of the worst error below $\varepsilon$ wherever the saddle falls, set $h=L/N$ in the two leading-order estimates and solve for $N$:
\begin{equation}
N_{\text{highest}}\ge L\sqrt{\frac{\kappa}{8\varepsilon}},\qquad
N_{\text{cubic}}\ge L\left(\frac{\left|V''''+2\kappa/R^2\right|}{384\,\varepsilon}\right)^{1/4}.
\end{equation}
For $\varepsilon=10^{-4}$ hartree in the model, the right-hand sides are $27.96$ and $4.80$, so 28 and 5 intervals are needed. The numerical check scans the saddle through all positions between two images on the path and confirms both counts; one interval fewer fails in each case. Reducing $\varepsilon$ a hundredfold multiplies the first count by $10$ and the second by about $3.2$.

These estimates concern a smooth top sampled on the path. They fail in three ways.

First, images that have not relaxed onto the path can lie higher than the path does, and the highest image may then overestimate the barrier. Even a fully converged band lies off a curved path if its tangent is not the true one. The common tangent that points to the neighbour of higher energy follows a chord, which on a circle is tilted from the true tangent by about $h/(2R)$. With it the six-interval band of the model lies up to $0.02$ bohr off the arc, and the cubic loss is $7\times10^{-6}$ hartree instead of $4.0\times10^{-5}$; for 12 to 36 intervals it stays near half of equation (\ref{eq:chordloss}). The error remains of order $h^4$, but its coefficient then depends on the tangent and on the valley stiffness $k$, and for a softer valley ($k=0.1$ hartree/bohr$^2$) the cubic can overshoot the barrier. Equation (\ref{eq:chordloss}) and $N_{\text{cubic}}$ give the coefficient only for images on the path.

Second, a narrow peak between two images makes $K$ and $M_4$ large. The bounds still hold, but the forces at the images need not reveal the large curvature, so equation (\ref{eq:bar}) can be far too optimistic.

Third, the cubic inherits errors in the tangential forces. At the middle of the interval each slope enters $H$ with weight $h/8$, so an error $\delta g$ in one slope shifts the height there by $h\,\delta g/8$ in magnitude. Once this exceeds the $h^4$ term, better forces help more than a more careful interpolation.

\section*{Computed values}
\begin{verbatim}
A = 0.01 hartree/bohr^4, c = 1.7 bohr, L = 4.0 bohr
R = 2.0 bohr, valley stiffness = 0.3 hartree/bohr^2
spring constant = 0.2 hartree/bohr^2
true barrier = 0.025793 hartree = 0.7019 eV
kappa at saddle = 0.03910 hartree/bohr^2
fourth derivative = 0.0600 hartree/bohr^4
fourth derivative + 2 kappa/R^2 = 0.07955 hartree/bohr^4
Bands: losses and bounds in 1e-6 hartree, h in bohr
intervals | h | highest loss | kappa h^2/8 | cubic(chord) loss | bound
 5 | 0.8000 | 193.25 | 3128.00 | 15.323 | 84.853
 6 | 0.6667 | 1793.25 | 2172.22 | 39.735 | 40.921
 7 | 0.5714 | 4.00 | 1595.92 | 0.197 | 22.088
12 | 0.3333 | 21.65 | 543.06 | 0.329 | 2.558
Six-interval band in detail:
left image: s = 1.33333 bohr, E = 0.0233086 hartree
left tangential force = -0.0130370 hartree/bohr
right image: s = 2.00000 bohr, E = 0.0240000 hartree
right tangential force = 0.0120000 hartree/bohr
chord = 0.663585 bohr, turning angle = 0.333333 rad
arc from chord and angle = 0.666667 bohr
saddle fraction of interval from left = 0.5500
highest-image barrier = 0.0240000 hartree
highest-image loss = 0.0017933 hartree = 48.80 meV
error bar from forces = 0.0020864 hartree
cubic barrier, chord = 0.0257535 hartree
cubic loss, chord = 3.973e-05 hartree = 1.081 meV
cubic barrier, arc = 0.0257630 hartree
cubic loss, arc = 3.023e-05 hartree = 0.823 meV
loss ratio highest/cubic(chord) = 45.1
loss ratio highest/cubic(arc) = 59.3
Scan of saddle positions at h = 0.1 bohr, computed/formula:
highest worst = 0.99877
highest mean = 0.99979
cubic arc worst = 1.00000
cubic chord worst = 0.99984
sech^2 barrier (unit height and width), worst loss/formula:
h = 0.4: highest 0.9739, cubic 0.9560
h = 0.2: highest 0.9934, cubic 0.9888
Top -s^2/2 - s^4 (dimensionless), h = 0.5:
worst loss 0.03516, kappa h^2/8 0.03125, K h^2/8 0.05469
target accuracy = 0.0001 hartree
intervals needed, highest image = 28
intervals needed, cubic with chord = 5
\end{verbatim}
